# Why tunnelling recombination of isolated electron–cation pairs decays nearly as 1/t, part 2

A short, weak electron exposure leaves $N_0$ isolated, immobile pairs in a cold polymer film, each a trapped electron and a cation at distance $r$. The exposure is short compared with the time $t$ after it. A pair recombines by tunnelling at the rate

$$k(r)=\nu e^{-2r/a}, \qquad (1)$$

where $a$ is the decay length of the wave amplitude. The number of surviving pairs is $N$, and $p(r)$ is the probability density of separations, with the shell factor $4\pi r^2$ included:

$$N=N_0\int_0^\infty p(r)e^{-k(r)t}dr,\qquad
-\frac{dN}{dt}=N_0\int_0^\infty p(r)k(r)e^{-k(r)t}dr. \qquad (4)$$

"Direct" values come from integrating these numerically. With $u=k(r)t$, the rate is exactly

$$-\frac{dN}{dt}=N_0\frac{a}{2t}\int_0^{\nu t}
p\!\left(\frac a2\ln\frac{\nu t}{u}\right)e^{-u}\,du. \qquad (5)$$

Under the weight $e^{-u}$, the variable $x=\ln u+\gamma$, with $\gamma=0.5772$, has mean zero and variance $\pi^2/6$. The recombination front is at

$$R(t)=\frac a2\left[\ln(\nu t)+\gamma\right], \qquad (7)$$

and for smooth $p$ and $\nu t\gg1$,

$$-\frac{dN}{dt}=N_0\frac a{2t}\left[p(R)+\frac{\pi^2a^2}{48}p''(R)+\dots\right]. \qquad (8)$$

The leading rate, or front formula, keeps only $p(R)$ in the bracket. The error of doing so is at most $(\pi^2a^2/48)M$, where $M$ bounds $|p''|$.

The example has trap depth $E=1$ eV and the free-electron mass, so $a=\hbar/\sqrt{2mE}=0.1952$ nm, with $\nu=10^{13}\ \mathrm{s^{-1}}$. Its density is

$$p(r)=\frac{4r^2}{\sqrt\pi\,b^3}e^{-r^2/b^2},\qquad
\frac{p'}{p}=\frac2r-\frac{2r}{b^2}, \qquad (10)$$

with its maximum at $r=b=3$ nm. At 1 s, $R=2.98$ nm.

The opening numbers to be explained are the products of time and rate per initial pair: 0.0161, 0.0239, 0.0269 and 0.0247 at 1 µs, 1 ms, 1 s and 1000 s.

The closing table also lists two earlier checks: a double-well test of the slope $2/a$, and the cut-off times $e^{2r_i/a}/\nu$ for a uniform distribution between $r_1=1.5$ nm and $r_2=4.0$ nm.

### The exponent on a logarithmic plot

Define the local exponent by $\alpha=-d\ln(-dN/dt)/d\ln t$. From the leading rate,

$$\ln\left(-\frac{dN}{dt}\right)=\text{constant}-\ln t+\ln p(R).$$

Since $dR/d\ln t=a/2$, differentiation gives

$$\alpha\simeq1-\frac a2\frac{p'(R)}{p(R)}. \qquad (11)$$

If $p$ is increasing at the front, each new shell contains more pairs than the last, and the rate falls more slowly than $1/t$. If $p$ is decreasing, it falls faster. The condition for an exponent close to 1 is $(a/2)|p'/p|\ll1$ at $R$.

At 1 µs, $R=1.629$ nm and $p'/p=0.865\ \mathrm{nm^{-1}}$. Equation (11) gives $\alpha=1-0.0976\times0.865=0.916$, as does the direct integral. The direct values at 1 ms, 1 s and 1000 s are 0.965, 0.999 and 1.026. The exponent passes through 1 near 1 s because the front is then near the maximum of $p$. With another $b$ or $\nu$ this would happen at another time.

Between the ends of the interval, the mean exponent is 0.979. This explains the opening numbers: the product of rate and time is approximately $(a/2)p(R)$. It follows the shape of $p$ as the front moves from 1.6 to 3.7 nm.

### Counting survivors

The survival law can be found without integrating the approximate rate. Write

$$e^{-kt}=\int_{kt}^{\infty}e^{-u}du.$$

For a given $u$, the condition $kt<u$ means $r>(a/2)\ln(\nu t/u)=R-ax/2$, with $x=\ln u+\gamma$ as before. If $Q(r)=\int_r^\infty p(r')dr'$, then $N/N_0$ is the average of $Q(R-ax/2)$. Expansion to second order, with $Q''=-p'$, gives

$$\frac N{N_0}\simeq Q(R)-\frac{\pi^2a^2}{48}p'(R). \qquad (12)$$

At 1 µs, $Q(R)=0.8987$ and the correction is $-0.0011$. The result, 0.8976, agrees with direct integration. The surviving fraction is 0.579 at 1 s and 0.398 at 1000 s. Although the rate has fallen by more than eight decades during the interval, half of the initial pairs recombine within it.

The front advances by $(a/2)\ln10=0.225$ nm per decade of time. Near the maximum of $p$, the fraction recombining per decade is therefore about $0.225\times0.277=0.062$. For a test that uses neither the front nor the integral, one million pairs were simulated. Each had three independent Gaussian components with variance $b^2/2$, and a random exponential waiting time with mean $1/k(r)$. Between 1 and 10 s, a fraction 0.0619 recombined, against 0.0620 from the front formula. In the first decade after 1 µs the values were 0.0405 and 0.0407.

The largest difference among the nine decades was 0.0006, between 100 and 1000 s. The sampling standard deviation there is about 0.0002. The leading formula is itself slightly high, because $p''$ is negative throughout this range of $R$. In that decade this accounts for about 0.00014; the rest is a sampling fluctuation of about two standard deviations.

### A distribution that is too steep

Smoothness alone does not give $1/t$. Consider

$$p(r)=\frac{1}{\ell}e^{-r/\ell},\qquad s=\frac a{2\ell}.$$

At $r=(a/2)\ln(\nu t/u)$ its value is $(1/\ell)(\nu t)^{-s}u^s$. Inserting this into the exact integral over $u$, and extending the upper limit to infinity for $\nu t\gg1$, gives

$$-\frac{dN}{dt}=N_0\frac{a}{2\ell t}(\nu t)^{-s}\int_0^\infty u^se^{-u}du
=N_0\,s\,\Gamma(1+s)\,\nu^{-s}t^{-1-s}. \qquad (13)$$

This is a straight line on a logarithmic plot, but its slope is not $-1$. For $\ell=0.25$ nm, $s=0.390$ and the exponent is 1.390. Direct integration at 1 µs, 1 ms and 1 s agreed with (13) within a relative difference of $10^{-4}$. When $\ell\gg a$, $s$ tends to zero and the $1/t$ law returns.

Equation (11) gives the correct exponent here, since $p'/p=-1/\ell$. The leading amplitude is less accurate: comparison with (13) shows that it must be multiplied by $e^{\gamma s}\Gamma(1+s)=1.11$. The second-order correction in (8) gives nearly the same factor, $1+\pi^2s^2/12=1.13$. A straight line in a measured decay therefore does not by itself establish a slowly varying distribution. Its slope must also be close to $-1$.

### A different tunnelling law

The argument needs a steep decrease of $k$ with $r$, but not a pure exponential. For any smooth decreasing $k(r)$, set $u=k(r)t$. At fixed time $du/u=-|d\ln k/dr|\,dr$, so

$$-\frac{dN}{dt}=\frac{N_0}{t}\int\frac{p(r)}{|d\ln k/dr|}e^{-u}du
\simeq\frac{N_0}{t}\frac{p(R)}{|d\ln k/dr|_R}. \qquad (14)$$

The front is now defined by $k(R)t=e^{-\gamma}$. This choice again removes the first-order term, now in an expansion in $\ln u$. The fraction $p/|d\ln k/dr|$ must vary slowly over the width of the front.

The cation's attraction provides a useful trial. Let the potential energy of an electron at distance $z$ from the cation be $-C/z$, with $C=1.44/3=0.48$ eV nm for relative permittivity 3. The trapped electron lies $E$ below the local barrier top at $r$, so its energy is $-E-C/r$. At $z$, the barrier above it is $E+C/r-C/z$. With $c=C/E$ and $A=1+c/r$, the semiclassical exponent is

$$S(r)=\frac2a\int_{c/A}^{r}\sqrt{A-\frac cz}\,dz
=\frac2a\left[r-\frac{c}{\sqrt A}\operatorname{arcosh}\sqrt{1+\frac rc}\right]. \qquad (15)$$

To verify the integral, differentiate $\sqrt{z(Az-c)}-(c/\sqrt A)\operatorname{arcosh}\sqrt{Az/c}$. The two terms give

$$\frac{2Az-c}{2\sqrt{z(Az-c)}}-\frac{c}{2\sqrt{z(Az-c)}}=\sqrt{\frac{Az-c}{z}},$$

which is the integrand. Both terms vanish at $z=c/A$. At $z=r$, $Ar-c=r$, which gives the form in (15).

With $k=\nu e^{-S}$ and the same $\nu$, the pair rate at 2.98 nm rises by a factor of 1800. Yet the total rate at 1 s changes by a factor of only 0.951. The front has moved out to 3.77 nm, where $p$ is only 12 percent lower. The slope of $-\ln k$ there is 0.932 times $2/a$. Equation (14) reproduced the directly integrated total within 2 percent. The exponent at 1 s becomes 1.034 instead of 0.999. Thus the total rate can be far less sensitive than the rate of a pair at fixed distance. The ratio is this close to 1 only because the front at 1 s starts near the maximum of $p$: the same integral gives 1.67 at 1 µs and 0.75 at 1000 s. The surviving fraction at 1 s also falls, from 0.58 to 0.37.

### What the other approximations cost

The following comparisons are at 1 s, with all other parameters held at their example values. At this time the front is near the maximum of $p$, where moving it costs least. At other times the changes can be larger: dividing $\nu$ by 100 multiplies the rate by 0.61 at 1 µs and by 1.08 at 1000 s, and the lighter mass below multiplies it by 1.50 and 0.91.

- **Vibrational overlap.** Dividing $\nu$ by 100 moves the front inward to 2.53 nm and multiplies the total rate by 0.949.
- **Trap depths.** A Gaussian spread of 0.1 eV multiplies the rate by 0.999. Two small effects nearly cancel. Since $a\propto E^{-1/2}$, the mean of $a$ rises by $\tfrac38(0.1)^2$, or 0.4 percent. The front also spreads by about 0.15 nm around the maximum of $p$, which lowers the mean of $p$ by 0.5 percent. Away from the maximum, this near-cancellation need not occur.
- **Effective mass.** A mass of 0.7 electron masses increases $a$ by a factor of 1.20 and moves the front to 3.56 nm. Equation (10) gives $p=0.259\ \mathrm{nm^{-1}}$ there, so the leading rate rises by about 12 percent.
- **Shape of the wave.** A further factor $1/r^2$ in $k$ adds $2/r$ to $|d\ln k/dr|$, an increase of 6.6 percent at $R$. At a fixed front, this lowers the total by about 6 percent. The factor's normalization also moves the front.

A finite exposure time can be estimated by adding the $1/t$ responses of its parts. For constant generation over a duration $T$ ending at $t=0$, the average response is

$$\frac1T\int_t^{t+T}\frac{dt'}{t'}=\frac1T\ln\left(1+\frac Tt\right)
\simeq\frac1t\left(1-\frac T{2t}\right)\qquad(T\ll t).$$

The times used here therefore require an exposure much shorter than the earliest time considered.

### Beside a real resist film

The example belongs to the regime of organic glasses near 77 K, where electrons can remain trapped for long times. Its depth, thermalization length and permittivity are rough typical values, while $\nu$ is uncertain by orders of magnitude. The dose of $0.1\ \mathrm{\mu C/cm^2}$ is deliberately about a thousand times smaller than a full resist dose of order $100\ \mathrm{\mu C/cm^2}$. With an assumed energy loss of 0.8 eV/nm and 100 eV per trapped pair, it creates $5.0\times10^{16}$ pairs per cm³. They recombine at $1.3\times10^{15}\ \mathrm{cm^{-3}\,s^{-1}}$ at 1 s. If pairs are placed at random, a sphere of radius $R$ contains on average 0.0055 other cations (twice as many if the front of 3.77 nm from the Coulomb-lowered barrier is used). At $100\ \mathrm{\mu C/cm^2}$, with no losses during exposure, it would contain 5.5, and the isolated-pair assumption fails. If those cations were not used up, the surviving fraction at 1 s would fall from 0.58 by a further factor $e^{-5.5}\simeq0.004$. Their depletion makes the actual fall smaller, but (8) is no longer a sound estimate. Ionizations clustered along electron tracks can break isolation at a lower average dose. Chemically amplified resists also contain acid generators that can capture electrons, a loss absent from this model.

Trap mobility sets another limit. At an assumed density of $10^{18}\ \mathrm{cm^{-3}}$, there are on average 0.11 empty traps within the front distance at 1 s. Transfer between traps could therefore affect roughly a tenth of the electrons by that time, and more later, if the energies permit it.

Temperature matters more for ordinary processing. Taking the thermal release time as $e^{E/k_BT}/\nu$ gives about $10^{52}$ s at 77 K, which means that this channel is negligible there. At 300 K it gives 6300 s. The cation's field at $R$ is 0.54 MV/cm. Over an assumed trap size of 0.5 nm, it lowers the release barrier by 0.027 eV and shortens the time to 2200 s. By 1000 s, these two estimates imply that 15 to 36 percent of the electrons that had not recombined by tunnelling would have been released thermally. The upper figure is an overestimate for 1 eV traps, because it uses the field at the 1 s front, while most electrons that survive tunnelling to 1000 s are farther from their cations. For 1 eV traps at room temperature, the late part of the $1/t$ law is therefore unreliable. Shallower traps would lose it sooner, so a 0.1 eV spread of depths about 1 eV would raise both percentages.

The numerical output follows. Within the model, the recombination rate per initial pair times time measures $(a/2)p(R)$, the initial density of pairs at a distance that grows logarithmically, multiplied by $a/2$. Both that factor and the distance depend on $a$, $\nu$ and the form of $k(r)$; the cation's attraction alone moved the front by 0.8 nm. Interpreting a measured decay in this way requires independent evidence that the pairs are isolated, the electrons stay in their traps, and tunnelling is the dominant loss.

## Table of computed values

```
inputs: depth 1.0 eV, nu 1e+13 1/s, b 3.0 nm, eps_r 3.0
decay length a = 0.1952 nm = 3.689 bohr
double well: exponent slope 10.246 1/nm, 2/a = 10.246 1/nm
front advance per decade = 0.225 nm
per initial pair, direct integral and front formula:
t = 1e-06 s: front R = 1.629 nm, p(R) = 0.1652 1/nm
  rate direct 1.6091e+04, formula 1.6125e+04 1/s
  exponent direct 0.9161, formula 0.9155
  surviving fraction 0.8976, tail beyond R 0.8987
t = 1e-03 s: front R = 2.304 nm, p(R) = 0.2460 1/nm
  rate direct 2.3914e+01, formula 2.4004e+01 1/s
  exponent direct 0.9653, formula 0.9652
  surviving fraction 0.7574, tail beyond R 0.7580
t = 1e+00 s: front R = 2.978 nm, p(R) = 0.2767 1/nm
  rate direct 2.6913e-02, formula 2.7006e-02 1/s
  exponent direct 0.9989, formula 0.9990
  surviving fraction 0.5786, tail beyond R 0.5786
t = 1e+03 s: front R = 3.652 nm, p(R) = 0.2533 1/nm
  rate direct 2.4665e-05, formula 2.4720e-05 1/s
  exponent direct 1.0255, formula 1.0258
  surviving fraction 0.3978, tail beyond R 0.3973
mean exponent 1e-6 to 1e3 s = 0.9794
bound on error of p(R) = 0.00131 1/nm
error at 1 s: plain 9.50e-04, corrected 2.05e-05 1/nm
recombined fraction per decade from 1e-6 s (simulated / formula):
  from 1e-06 s: 0.0405 / 0.0407
  from 1e-05 s: 0.0472 / 0.0472
  from 1e-04 s: 0.0525 / 0.0528
  from 1e-03 s: 0.0570 / 0.0573
  from 1e-02 s: 0.0600 / 0.0603
  from 1e-01 s: 0.0614 / 0.0619
  from 1e+00 s: 0.0619 / 0.0620
  from 1e+01 s: 0.0607 / 0.0608
  from 1e+02 s: 0.0579 / 0.0585
box 1.5 to 4.0 nm: cut-off times 4.73e-07 s and 6.31e+04 s
steep exponential, b = 0.25 nm: exponent 1.390
dose 0.1 uC/cm2, loss 0.8 eV/nm, 100 eV/pair
pair density 4.99e+16 cm^-3
recombination at 1 s = 1.34e+15 cm^-3 s^-1
neglected effects at t = 1 s:
Coulomb: front 3.771 nm, rate ratio 0.951
Coulomb: k(R) times 1.81e+03, exponent 1.0340
Coulomb: local slope / (2/a) = 0.932
1/r^2 prefactor: slope of ln k larger by 6.6 %
depth spread 0.1 eV: rate ratio 0.999
nu/100: front 2.528 nm, rate ratio 0.949
effective mass 0.7: front 3.559 nm
thermal release time: 77 K 2.8e+52 s, 300 K 6.30e+03 s
cation field at R 0.541 MV/cm, drop over 0.5 nm 0.0271 eV
300 K release time with that drop 2.21e+03 s
other cations within R: 0.0055; at 100 uC/cm2: 5.52
empty traps within R at 1e+18 cm^-3: 0.111
```
